# Island density in irreversible dimer nucleation: the cube-root law

## The decision: how large a cell?

A growth simulation on a square lattice of $128\times128$ sites gives about 82 islands when the ratio of flux to diffusivity is $10^{-6}$ in lattice units. The next run is to use $10^{-8}$, at the same deposited amount. How large must the cell be to hold as many islands? If the island density varies as the cube root of the ratio, the area per island grows by $100^{1/3}=4.64$ and the side must grow by $\sqrt{4.64}=2.15$, to about 276 sites. A different exponent would call for a different cell.

The same law can apply to a channel layer grown on an oxide, where the island density sets the distance between the first grains. It holds under conditions, which the entries below establish one at a time.

## Entry 1: adatoms without competition

Adatoms arrive on a flat, isotropic oxide terrace at flux $F$, a number per area and time. They diffuse with diffusivity $D$, an area per time. Let $n$ be the number of adatoms per area and $N$ the number of islands per area, where an island holds two or more atoms. One species is assumed to limit growth; for a compound, the others must be in excess.

Nucleation is irreversible: two adatoms that meet form an immobile dimer that never breaks up. In mean field the meeting rate depends on the average density alone, so the number of dimers formed per area and time is

$$\frac{dN}{dt}=\sigma_1Dn^2 .$$

The capture number $\sigma_1$ is dimensionless, because $Dn^2$ is already a number per area and time. By this definition $\sigma_1Dn^2$ counts dimers, not atoms.

The algebra is in atomic units, with temperature written as an energy. Numerical values are in eV and angstrom, with seconds and kelvin where needed.

At the very start almost no adatoms have been lost, so $n=Ft$. Then

$$\frac{dN}{dt}=\sigma_1DF^2t^2,\qquad N=\frac{\sigma_1DF^2t^3}{3}.$$

This density rises with $D$, since faster adatoms meet more often. The cube-root law says the opposite, so it must come from something still missing: the loss of adatoms to existing islands.

## Entry 2: islands compete for adatoms

An adatom that reaches an island stays there. These captures occur at the rate $\sigma DnN$, with a second capture number $\sigma$. Each dimer event removes two adatoms, which gives the factor 2 in

$$\frac{dn}{dt}=F-2\sigma_1Dn^2-\sigma DnN,\qquad \frac{dN}{dt}=\sigma_1Dn^2 .\tag{1}$$

Islands do not move or merge, so $N$ has no loss term. Desorption, surface defects and atoms landing directly on islands are left out for now, and $\sigma_1$ and $\sigma$ are taken as constants.

Flux and diffusivity can be removed by a change of scale. Set

$$n=\left(\frac FD\right)^{1/2}u,\qquad N=\left(\frac FD\right)^{1/2}v,\qquad t=\frac{\tau}{(FD)^{1/2}} .$$

On the left of (1), $dn/dt=(F/D)^{1/2}(FD)^{1/2}u'=Fu'$, where the prime means $d/d\tau$. On the right, $Dn^2=Fu^2$ and $DnN=Fuv$. Dividing by $F$ gives

$$u'=1-2\sigma_1u^2-\sigma uv,\qquad v'=\sigma_1u^2 .\tag{2}$$

With the deposited amount $Q=Ft$, the scaled time is

$$\tau=t\,(FD)^{1/2}=Q\left(\frac DF\right)^{1/2}.$$

For given capture numbers, $\tau$ alone fixes the stage of growth.

**Limit $\tau\ll1$.** To lowest order $u=\tau$ and $v=\sigma_1\tau^3/3$, which is Entry 1. For the next order, the dimer loss gives $u'=1-2\sigma_1\tau^2$, so $u=\tau-\tfrac23\sigma_1\tau^3$. The term $\sigma uv$ is of order $\tau^4$ and does not contribute yet. Then

$$v'=\sigma_1\left(\tau^2-\tfrac43\sigma_1\tau^4\right),\qquad v=\frac{\sigma_1\tau^3}{3}\left(1-\tfrac45\sigma_1\tau^2\right).$$

For $\sigma_1=3$ and $\tau=0.05$ the bracket is $1-0.006=0.994$. Integration of the full equations gives 0.9940 for the same ratio.

## Entry 3: the late stage and the cube root

As long as $v$ is finite, the first equation of (2) drives $u$ to a positive value, so $v$ keeps growing. Eventually $\sigma uv$ is the main loss. The adatom density then relaxes at the scaled rate $\sigma v$, while the island density changes ever more slowly. Arrival and capture balance:

$$\sigma uv=1,\qquad\text{that is}\qquad n=\frac{F}{\sigma DN}.\tag{3}$$

Insert this in the nucleation rate:

$$\frac{dN}{dt}=\sigma_1D\,\frac{F^2}{\sigma^2D^2N^2}=\frac{\sigma_1F^2}{\sigma^2DN^2}.$$

One power of $D$ helps adatoms meet. Two powers in the denominator express the smaller adatom density, squared because a dimer needs two adatoms. The net effect is that fast diffusion suppresses nucleation. Multiplying by $N^2$ and integrating from a negligible initial density,

$$\frac{N^3}{3}=\frac{\sigma_1F^2t}{\sigma^2D}.$$

Replacing $Ft$ by $Q$ leaves one power of $F$:

$$\boxed{N=\left(\frac{3\sigma_1Q}{\sigma^2}\right)^{1/3}\left(\frac FD\right)^{1/3}}\tag{4}$$

The deposited amount must be held fixed. At fixed time, $Q$ itself is proportional to $F$, and $N\propto F^{2/3}$.

**How late is late?** The first equation of (2) can be written $\sigma uv=1-2v'-u'$, since $2\sigma_1u^2=2v'$. Squaring and using $u^2=v'/\sigma_1$,

$$\sigma^2v^2v'=\sigma_1(1-2v'-u')^2 .$$

From the leading solution, $v'\simeq\sigma_1/(\sigma^2v^2)$. Differentiating $u\simeq1/(\sigma v)$ gives $u'\simeq-\sigma_1/(\sigma^3v^4)$, which is smaller than $v'$ by a factor of order $v^{-2}$. To first order the right side is therefore $\sigma_1(1-4v')$, and integration gives

$$\frac{\sigma^2v^3}{3}+4\sigma_1v=\sigma_1\tau+C .$$

The constant $C$ collects the start-up stage and the dropped terms, whose integrals converge at late times. Let $v_0=(3\sigma_1\tau/\sigma^2)^{1/3}$ be the scaled form of (4) and put $v=v_0(1+\varepsilon)$. The leading terms cancel, leaving $\sigma^2v_0^3\varepsilon+4\sigma_1v_0\simeq C$. The term with $C$ is smaller by one power of $v_0$, so

$$\varepsilon\simeq-\frac{4\sigma_1}{\sigma^2v_0^2}=-\frac{4\sigma_1F}{\sigma^2DN^2}.\tag{5}$$

This vanishes as $\tau^{-2/3}$. The law is the limit $\tau\gg1$ of the rate equations, approached from below.

## Entry 4: numbers for a terrace

The parameters are round model values, not those of a named material: hop length $a=3$ Å on a square lattice, attempt rate $10^{13}$ s$^{-1}$, diffusion barrier $E_m=0.60$ eV, temperature 600 K, $F=10^{-3}$ Å$^{-2}$ s$^{-1}$ and $Q=10^{-2}$ Å$^{-2}$. Deposition lasts 10 s and supplies 0.09 atom per site. The capture numbers are $\sigma_1=3$ and $\sigma=5$.

With total hop rate $h$, the diffusivity on a square lattice is $a^2h/4$. The thermal energy is 0.05170 eV, so

$$D=\frac{9}{4}\times10^{13}\,e^{-0.60/0.05170}=2.05\times10^{8}\ \text{Å}^2\,\text{s}^{-1},\qquad \frac FD=4.87\times10^{-12}\ \text{Å}^{-4}.$$

The scaled time is $\tau\approx4500$, well into the late stage. Equation (4) gives

$$N=\left(\frac{3\cdot3\cdot10^{-2}}{25}\times4.87\times10^{-12}\right)^{1/3}=2.60\times10^{-5}\ \text{Å}^{-2}.$$

The full equations (1) give $2.59\times10^{-5}$ Å$^{-2}$, or $7.25\times10^{-6}$ bohr$^{-2}$. Relative to (4), the difference is $-0.00336$; equation (5) predicts $-0.00346$.

The island spacing $N^{-1/2}$ is 197 Å. Since it varies as $(D/F)^{1/6}$, doubling it at fixed $Q$ requires a flux $2^6=64$ times smaller, and a deposition 64 times longer. The full equations then give 393 Å.

**Exponents.** Because $\varepsilon\propto(F/D)^{1/3}$ at fixed $Q$, the measured exponent should fall slightly below $1/3$. Between $F/100$ and $F$ the shift is

$$\frac{-0.00346\,(1-100^{-1/3})}{\ln100}=-0.0006,$$

which predicts 0.3327; the integration gives 0.3328. At fixed time it gives 0.6683, close to $2/3$.

**Temperature.** If $D\propto e^{-E_m/T}$ and all else is fixed, (4) gives $N\propto e^{E_m/3T}$. An Arrhenius plot of island density therefore shows one third of the diffusion barrier, here 0.200 eV. The full equations between 550 and 600 K give 0.199 eV.

## Entry 5: what the constants hide

**Capture numbers that vary.** Suppose $\sigma_1$ and $\sigma$ depend on $Q$ but not on $F/D$. With $dQ=F\,dt$, the late-stage equation becomes $N^2dN/dQ=(\sigma_1/\sigma^2)(F/D)$, hence

$$N^3=\frac{3F}{D}\int_0^Q\frac{\sigma_1}{\sigma^2}\,dq .$$

The prefactor changes and the exponent does not. If the ratio $\sigma_1/\sigma^2$ also varied with $F/D$, the apparent exponent would change.

**Atoms landing on islands.** Let the islands be one layer thick, with one atom per site of area $a^2$, and let atoms that land on them be incorporated. In the late stage nearly all atoms are in islands, which cover the fraction $qa^2$ after deposit $q$. The flux feeding the adatoms is then $F(1-qa^2)$. It enters squared, and with $\phi=Qa^2$

$$\int_0^Q(1-qa^2)^2dq=Q\left(1-\phi+\frac{\phi^2}{3}\right).$$

For $\phi=0.09$ the bracket is 0.913, and its cube root is 0.970. This estimate, with $n$ counted per total area, lowers $N$ by 3 percent, about ten times the correction (5). If $n$ is counted per free area and nucleation is confined to that area, the factor enters cubed and the reduction is about 4 percent. Either way the exponent is left alone. Agreement between (4) and (1) to a few parts in a thousand is thus a statement about the equations, not the accuracy of the model for a surface.

**Dimers that break up.** A dimer becomes a trimer at the rate $\sigma Dn$. With $n=3.76\times10^{-8}$ Å$^{-2}$ from the full equations, this is

$$5\times2.05\times10^8\times3.76\times10^{-8}\approx39\ \text{s}^{-1}.$$

With an attempt rate of $10^{13}$ s$^{-1}$, dissociation is equally fast when its barrier is $0.0517\ln(10^{13}/39)\approx1.36$ eV. The assumption of irreversible dimers requires a barrier clearly above this value, and trimers that are stable as well. The value belongs to these conditions: it rises to about 1.5 eV at the 64-fold lower flux of Entry 4, and to 1.55 eV and 1.61 eV in the strong-desorption and 730 K cases of Entry 6. Below it, $\sigma_1Dn^2$ no longer counts lasting islands, and (4) loses its basis.

## Entry 6: adatoms that leave the oxide

Let adatoms desorb at rate $k$, adding $-kn$ to the first equation of (1). When the dimer loss is small and deposition lasts much longer than $1/k$ or the capture time, the balance is

$$n=\frac{F}{\sigma DN+k},\qquad \frac{dN}{dt}=\frac{\sigma_1DF^2}{(\sigma DN+k)^2}.$$

Put $w=\sigma DN+k$, so that $dw=\sigma D\,dN$. Then $w^2dw=\sigma\sigma_1D^2F^2dt$. Integrating from $w=k$ and using $Q=Ft$, now the amount that arrived and not the amount that stayed,

$$(\sigma DN+k)^3=k^3+3\sigma\sigma_1D^2FQ .\tag{6}$$

For $k=0$ this is (4). Let $N_0$ be that value and $\kappa=k/(\sigma DN_0)$. Dividing (6) by $(\sigma DN_0)^3=3\sigma\sigma_1D^2FQ$ gives

$$\left(\frac N{N_0}+\kappa\right)^3=1+\kappa^3 .$$

**Weak desorption.** For $\kappa\ll1$, $N\simeq N_0(1-\kappa)$. With a desorption energy $E_d=1.30$ eV and the same attempt rate, $k=120$ s$^{-1}$. The capture rate is $\sigma DN=2.66\times10^4$ s$^{-1}$, so $\kappa\approx0.0045$. The full equations give $N/N_0=0.9955$ when $N_0$ is also taken from them.

**Comparable rates.** For $\kappa=1$, $N/N_0=2^{1/3}-1=0.260$; the integration gives 0.2615 when $k=\sigma DN$ and $N_0$ are both taken from the full equations without desorption, which corresponds to $\kappa=0.997$. Desorption at the rate $\sigma DN_0$, the final capture rate without desorption, thus lowers the island density by about three quarters.

**Strong desorption.** Expanding the left side of (6) for $\sigma DN\ll k$ leaves $3k^2\sigma DN=3\sigma\sigma_1D^2FQ$, or

$$N=\frac{\sigma_1DFQ}{k^2}.$$

The density now rises with $D$, as in Entry 1, because islands again do not control the adatom density. For $k=10^6$ s$^{-1}$ this gives $6.16\times10^{-9}$ Å$^{-2}$, as does the integration, with an exponent of 1.000 in $D$.

Heating leads towards this regime. Since $k\propto e^{-E_d/T}$ and $DN_0\propto e^{-2E_m/3T}$,

$$\kappa\propto e^{-(E_d-2E_m/3)/T},$$

with an effective energy of $1.30-0.40=0.90$ eV. Starting from 0.0045 at 600 K, $\kappa$ reaches 0.1 at about 730 K. The local slope of an Arrhenius plot is wrong even earlier: since $N\simeq N_0(1-\kappa)$, it exceeds $E_m/3$ by about $0.90\,\kappa/(1-\kappa)$ eV. At 730 K it is therefore near 0.30 eV instead of 0.20 eV.

## Entry 7: an oxide with traps

Let the oxide contain $n_t$ traps per area, of which $M$ are filled. A trap holds an adatom permanently, and the held atom acts as an island. With the trap capture number set equal to $\sigma_1$,

$$\frac{dM}{dt}=\sigma_1Dn(n_t-M).$$

The same term is added to $dN/dt$ and subtracted from $dn/dt$. When traps far outnumber the islands of the clean surface, pair nucleation is negligible and $N\simeq M$. Adatom balance gives

$$Dn=\frac{F}{\sigma M+\sigma_1(n_t-M)} .$$

Dividing $dM/dt$ by $F$ and writing $f=M/n_t$,

$$n_t\frac{df}{dQ}=\frac{\sigma_1(1-f)}{\sigma f+\sigma_1(1-f)} .$$

Both $F$ and $D$ have dropped out. Separating variables and using $\int_0^f\frac{x\,dx}{1-x}=-f-\ln(1-f)$,

$$\frac Q{n_t}=f+\frac{\sigma}{\sigma_1}\left[-f-\ln(1-f)\right].$$

For $n_t=10^{-3}$ Å$^{-2}$ the left side is 10. Setting $f=1$ outside the logarithm gives $-\ln(1-f)=1+9\times\tfrac35=6.4$, so $1-f=0.0017$ and $N=0.9983\times10^{-3}$ Å$^{-2}$. The full equations, with pair nucleation included, give the same value and an exponent in $F$ that is zero to the printed digits.

Traps that far outnumber the islands of the clean surface thus give an island density that does not respond to flux at fixed deposit, whether or not all of them are filled. $D$ cannot be extracted from such a density.

## Entry 8: random walkers, and the cell again

All the equations so far share the mean-field assumption. The lattice simulation of the opening question does not: individual atoms land, hop and stick, and no capture number is supplied. Each island is a point occupying one site, and 0.1 atom is deposited per site.

At $F/D=10^{-6}$, four runs gave 82, 83, 83 and 81 islands. At $10^{-8}$, three runs gave 18, 18 and 21. The means are 82.25 and 19, so the exponent is

$$\frac{\ln(82.25/19)}{\ln100}=0.318 .$$

The test required agreement with $1/3$ within 0.06, which excludes $1/4$ and $1/2$. It does not establish the third digit. Given the first mean, an exponent of exactly $1/3$ would need a second mean of 17.7 in place of 19, which three runs alone cannot rule out. A value below $1/3$ is nevertheless expected, for two systematic reasons. First, with the effective ratios found below, (5) gives about $-0.07$ at $10^{-6}$ and $-0.015$ at $10^{-8}$, which lowers the exponent by about 0.011. Second, in two dimensions the number of hops needed to find a point island grows as $N^{-1}\ln(1/N)$, so the capture numbers fall roughly as $1/\ln(1/N)$ and do depend on $F/D$; this lowers the exponent by a further 0.01 to 0.02. Over this range the lattice model should give about 0.31, not $1/3$.

The prefactor can be read as well. Solving (4) for $\sigma_1/\sigma^2$ gives effective values of 0.42 and 0.52 at the two ratios, against the chosen $3/25=0.12$ of Entry 4. These are rough: they are cubes of means over a few runs, uncertain by 10 to 20 percent, and the first is also lowered by about 20 percent through the correction (5). The absolute density there depends on that choice, though only through a cube root: a ratio of 0.42 would raise $N$ by a factor of 1.5.

For the cell, the cube-root law asked for a side of 276 sites. The simulated ratio $82.25/19=4.33$ asks for $128\sqrt{4.33}\approx266$. The two differ by 4 percent. Since the exponent of the lattice model lies below $1/3$, a side of 276 errs towards more islands and is a safe choice for this step in $F/D$.

In the numerical output below, `s1` and `s` stand for $\sigma_1$ and $\sigma$.

## Numbers as computed

```
hop length = 3.0 angstrom
attempt rate = 1.0e+13 1/s
diffusion barrier = 0.60 eV
desorption energy = 1.30 eV
temperature = 600 K
flux F = 1.0e-03 1/(angstrom^2 s)
deposit Q = 1.0e-02 1/angstrom^2
deposit per lattice site = 0.090
deposition time = 10.0 s
capture numbers s1, s = 3, 5
thermal energy = 0.05170 eV
diffusivity D = 2.0531e+08 angstrom^2/s
F/D = 4.8707e-12 1/angstrom^4
scaled time Q*sqrt(D/F) = 4531.1
N, cube-root law = 2.5980e-05 1/angstrom^2
N, full rate equations = 2.5892e-05 1/angstrom^2
N, full, atomic units = 7.2506e-06 1/bohr^2
relative difference full/law - 1 = -0.00336
predicted leading correction = -0.00346
adatom density, full = 3.7558e-08 1/angstrom^2
adatom density, F/(s D N) = 3.7623e-08 1/angstrom^2
island spacing N^(-1/2) = 196.5 angstrom
spacing at F/64, same Q = 392.6 angstrom
exponent in F, fixed Q = 0.3328
exponent in D, fixed F and Q = -0.3328
exponent in F, fixed time = 0.6683
early time tested = 1.103e-04 s
early N full/law = 0.9940
lower temperature for slope = 550 K
apparent energy = 0.1992 eV
desorption rate = 120.4 1/s
island capture rate s D N = 2.6580e+04 1/s
N with / without desorption = 0.9955
same, desorption = capture rate: 0.2615
N at desorption 1e6 1/s = 6.159e-09 1/angstrom^2
exponent in D, strong desorption = 1.0000
trap density = 1.0e-03 1/angstrom^2
N with traps = 9.9834e-04 1/angstrom^2
exponent in F with traps = 0.00000
walkers: lattice side = 128 sites, coverage = 0.1
walkers: island counts at F/D=1e-6: [82, 83, 83, 81]
walkers: island counts at F/D=1e-8: [18, 18, 21]
walkers: N at F/D=1e-6 = 5.020e-03 per site
walkers: N at F/D=1e-8 = 1.160e-03 per site
walkers: exponent in F/D = 0.318
```
